# Hubbard vertex in GW: the electron gas chemical potential

## Problem

The unpolarized electron gas has density $n=k_F^3/3\pi^2$ and moves in a uniform background that cancels the Hartree potential. Hartree atomic units are used in the derivation, and energies are quoted in eV. Let $v=4\pi/q^2$, and describe exchange and correlation between an electron and the density around it by the static local field

$$f(q)=-v(q)\,G(q),\qquad G(q)=\frac12\,\frac{q^2}{q^2+k_F^2}\quad\text{(Hubbard)}.$$

The Green function $G_0$ is that of free electrons, with its Fermi level placed at the chemical potential $\mu$. It is not iterated.

1. Find the interaction that enters the self-energy in three cases: no vertex (RPA), the vertex in $W$ only, and the vertex in both $W$ and $\Sigma$.
2. Reduce the correlation self-energy at $k_F$ to a double integral of real functions.
3. Decide, without evaluating the integral, how the three chemical potentials are ordered.
4. Evaluate them at $r_s=4$ and compare them with quantum Monte Carlo (QMC).
5. Examine the static vertex function at small $q$ for this density. Is the calculation still meaningful?

## Hints

**For 1.** A test charge feels the classical potential alone. An electron also feels $f\,\delta n$. Write the density response to the classical potential first.

**For 2.** At $k=k_F$ and energy $\mu$ the frequency contour can be turned onto the imaginary axis without crossing a pole. There the screened interaction is even in frequency. Use $z=q/2k_F$ and $u=\omega/qk_F$.

**For 3.** Compare integrands point by point.

**For 4.** The QMC energy per electron $\varepsilon_c(n)$ gives $\mu_c=d(n\varepsilon_c)/dn$.

**For 5.** Find the limit of $f\chi_0$ for $q\to0$ at zero frequency.

## Solution

### 1. Where the vertex acts

Let $V$ be the total classical potential and $\delta n$ the density it induces. An electron feels $V+f\,\delta n$, which we call $\Gamma V$. Free electrons respond to what they feel, so $\delta n=\chi_0\Gamma V$, and

$$\Gamma=1+f\chi_0\Gamma\quad\Rightarrow\quad \Gamma=\frac1{1-f\chi_0}.$$

The polarizability is $P=\chi_0\Gamma$, and $W=v+vPW$. On the imaginary axis define $a=-v\chi_0$, which is positive (shown below), and $g=1-G$. Then $f\chi_0=Ga$ and $vP=-a/(1-Ga)$, so

$$W=\frac{v}{1-vP}=\frac{v(1-Ga)}{1-Ga+a}=\frac{v(1-Ga)}{1+ga},\qquad
W\Gamma=\frac{v}{1+ga}.$$

With the vertex in $W$ only, the electron whose energy is sought is treated as a test charge: the medium responds with its local field, but the electron feels just the classical potential. With the vertex in both places, $\Sigma$ contains $W\Gamma$, and this electron feels the local field too.

Subtract the bare $v$, which produces exchange, and write the remainder as $W_c=vw$. For the vertex in $W$ only, the numerator is $1-Ga-1-ga=-a(G+g)=-a$. For both vertices it is $1-1-ga=-ga$. Setting $G=0$ gives the RPA. Thus

$$w_{\rm RPA}=-\frac{a}{1+a},\qquad w_{W}=-\frac{a}{1+ga},\qquad w_{W\Sigma}=-\frac{ga}{1+ga}.$$

### 2. The self-energy at the Fermi surface

**Exchange.** The bare interaction gives

$$\Sigma_x(k_F)=-\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\frac{4\pi}{|\mathbf k_F-\mathbf k|^2}
=-\frac{k_F}{\pi}\int_0^1 s\ln\frac{1+s}{1-s}\,ds .$$

Here the angular integral was done and $k=k_Fs$. Integrate by parts with $\tfrac12(s^2-1)$ as the primitive of $s$. The boundary terms vanish, and what remains is $-\int_0^1\frac12(s^2-1)\frac{2}{1-s^2}ds=1$. Hence $\Sigma_x=-k_F/\pi$.

**Turning the contour.** The correlation part on the real axis is $i\int\frac{d\omega'}{2\pi}\int\frac{d^3q}{(2\pi)^3}G_0(\mathbf k+\mathbf q,\mu+\omega')W_c(q,\omega')$. Let

$$\xi=\tfrac12\left(|\mathbf k+\mathbf q|^2-k_F^2\right).$$

The poles of $G_0$ lie at $\omega'=\xi$, just below the axis for $\xi>0$ and just above it for $\xi<0$. The singularities of the time-ordered $W_c$ lie in the same two quadrants. The contour can therefore be turned through the other two, with $\omega'=i\omega$ and $i\,d\omega'=-d\omega$:

$$\Sigma_c=-\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\!\frac{d\omega}{2\pi}\,\frac{W_c(q,i\omega)}{i\omega-\xi}.$$

Since $1/(i\omega-\xi)=-(\xi+i\omega)/(\omega^2+\xi^2)$ and $W_c$ is even in $\omega$, the imaginary part integrates to zero:

$$\Sigma_c=\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\!\frac{d\omega}{2\pi}\,W_c(q,i\omega)\,\frac{\xi}{\omega^2+\xi^2}.$$

**Angles.** Let $x$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. For $k=k_F$, $\xi=q^2/2+qk_Fx=qk_F(z+x)$, and $\omega=qk_Fu$, so

$$\int_{-1}^1\!dx\,\frac{\xi}{\omega^2+\xi^2}=\frac1{qk_F}\int_{-1}^1\!\frac{(z+x)\,dx}{u^2+(z+x)^2}=\frac{\Lambda}{2qk_F},\qquad
\Lambda=\ln\frac{(1+z)^2+u^2}{(1-z)^2+u^2}.$$

Now use $d^3q\to2\pi q^2dq\,dx$, fold the frequency integral onto $\omega>0$, and insert $W_c=4\pi w/q^2$:

$$\Sigma_c=\frac{1}{4\pi^3}\int q^2dq\int_0^\infty\! d\omega\,\frac{4\pi w}{q^2}\frac{\Lambda}{2qk_F}
=\frac1{2\pi^2k_F}\int\frac{dq}{q}\int_0^\infty\! d\omega\,w\Lambda .$$

With $dq/q=dz/z$ and $d\omega=2k_F^2z\,du$,

$$\boxed{\;\Sigma_c=\frac{k_F}{\pi^2}\int_0^\infty\!dz\int_0^\infty\!du\;w(z,u)\,\Lambda(z,u)\;}$$

**The function $a$.** Let $\theta_k$ be the free occupation and $\Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=q^2/2+\mathbf k\cdot\mathbf q$. With two spins,

$$\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\frac{\theta_k-\theta_{k+q}}{i\omega-\Delta}
=-2\int\!\frac{d^3k}{(2\pi)^3}\,\theta_k\,\frac{2\Delta}{\omega^2+\Delta^2}.$$

The second form follows from $\mathbf k\to-\mathbf k-\mathbf q$ in the second term, which turns $\Delta$ into $-\Delta$, and from $\frac1{i\omega-\Delta}-\frac1{i\omega+\Delta}=-\frac{2\Delta}{\omega^2+\Delta^2}$. Transitions between two occupied states cancel in pairs. Those that remain lead to empty states and have $\Delta>0$. Hence $\chi_0<0$ and $a>0$.

Put $\mathbf k=k_F\mathbf s$ and slice the Fermi sphere at fixed component $t$ of $\mathbf s$ along $\mathbf q$. A slice has area $\pi(1-t^2)$, and $\Delta=qk_F(z+t)$. With $y=z+t$,

$$\chi_0=-\frac{k_F}{2\pi^2z}J,\qquad J=\frac12\int_{z-1}^{z+1}\frac{[1-(y-z)^2]\,y}{u^2+y^2}\,dy .$$

Division of the numerator by $u^2+y^2$ turns the integrand into

$$(1-z^2+u^2)\frac{y}{u^2+y^2}+2z-\frac{2zu^2}{u^2+y^2}-y .$$

The four integrals are $\frac12(1-z^2+u^2)\Lambda$, $4z$, $-2zu\left[\arctan\frac{1+z}u+\arctan\frac{1-z}u\right]$ and $-2z$. With $B=J/z$,

$$B=1+\frac{1+u^2-z^2}{4z}\Lambda-u\left[\arctan\frac{1+z}{u}+\arctan\frac{1-z}{u}\right],\qquad
a=\frac{4\pi}{q^2}\frac{k_F}{2\pi^2}B=\frac{B}{2\pi k_Fz^2}.$$

At $u=0$ and $z\to0$, $\Lambda\to4z$ and $B\to2$. Then $a\to4k_F/\pi q^2$, which is Thomas–Fermi screening.

### 3. The ordering

For $z>0$ the numerator inside $\Lambda$ exceeds the denominator, so $\Lambda>0$. With $a>0$ and $0<g<1$,

$$\frac{a}{1+ga}>\frac{a}{1+a}>\frac{a}{1/g+a}=\frac{ga}{1+ga}.$$

The three $w$ are minus these quantities. The kinetic and exchange terms are common to all three cases, so

$$\mu_{W}<\mu_{\rm RPA}<\mu_{W\Sigma}.$$

This holds for any static local field with $0<G<1$, not just Hubbard's. The local field weakens the repulsion between the electrons of the medium, which then respond more strongly. A test charge therefore gains more screening energy. An electron with the vertex in $\Sigma$ also couples to that response more weakly, by the factor $g$, and this reduction wins at every $q$ and $\omega$.

**High density.** As $k_F\to\infty$ the three cases share their leading logarithm. It comes from $k_F^{-1/2}\ll z\ll1$, where $a\ll1$ for the values of $u$ that matter and $G\simeq2z^2\ll1$. There $w\simeq-a$ in all three cases, $\Lambda\simeq4z/(1+u^2)$ and $B\simeq2(1-u\arctan\frac1u)$, so

$$\Sigma_c\simeq-\frac{2}{\pi^3}\int\frac{dz}{z}\int_0^\infty\!du\,\frac{2(1-u\arctan\frac1u)}{1+u^2}.$$

With $u=\cot\theta$ the inner integral is $\pi-2\int_0^{\pi/2}\theta\cot\theta\,d\theta=\pi(1-\ln2)$. The $z$ integral gives $\frac12\ln k_F$ to logarithmic accuracy. Hence $\Sigma_c\simeq-\frac{1-\ln2}{\pi^2}\ln k_F$, and the placement of the vertex affects only terms below this leading one.

### 4. Numbers at $r_s=4$

Here $k_F=(9\pi/4)^{1/3}/r_s=0.4798$ bohr$^{-1}$. The Fermi energy is $3.132$ eV and exchange is $-4.156$ eV, so the common part is

$$\frac{k_F^2}{2}-\frac{k_F}{\pi}=3.132-4.156=-1.024\ \text{eV}.$$

The double integral, done by quadrature, gives the correlation part:

| Case | $\Sigma_c$ (eV) | $\mu$ (eV) | $\mu-\mu_{\rm QMC}$ (eV) |
|---|---|---|---|
| RPA | $-1.455$ | $-2.479$ | $-0.434$ |
| vertex in $W$ only | $-1.590$ | $-2.614$ | $-0.569$ |
| vertex in $W$ and $\Sigma$ | $-1.139$ | $-2.163$ | $-0.119$ |

In hartree the three chemical potentials are $-0.0911$, $-0.0961$ and $-0.0795$.

The reference is the Perdew–Wang fit to QMC energies. It has $\mu_c=-1.021$ eV and $\mu=-2.044$ eV, or $-0.0751$ hartree. The Perdew–Zunger and Vosko–Wilk–Nusair fits give $\mu_c=-1.029$ and $-1.019$ eV. The choice of fit thus matters at the level of $0.01$ eV, and finer digits in the last column serve the arithmetic alone. The spread does not measure the error of the QMC energies themselves.

The vertex in $W$ alone lowers $\mu$ by $0.135$ eV from the RPA, away from QMC. Adding it to $\Sigma$ raises $\mu$ by $0.451$ eV. The net shift from the RPA is $+0.316$ eV, which leaves about a quarter of the RPA deviation. Since the RPA already lies below QMC here, the ordering of part 3 shows that no static local field with $0<G<1$ can improve $\mu$ if it is used in $W$ only. Part 3 does not guarantee that two vertices come close to QMC; that depends on the size of $G$.

### 5. The vertex function has a pole

At zero frequency and small $q$, $G\to q^2/2k_F^2$ and $a\to4k_F/\pi q^2$. Therefore

$$\frac1\Gamma=1-Ga\;\to\;1-\frac{2}{\pi k_F}.$$

This is negative for $k_F<2/\pi$, that is, for $r_s>3.015$. At $r_s=4$ it equals $-0.327$. At large $q$, $Ga\to0$ and $1/\Gamma\to1$, so $1/\Gamma$ passes through zero in between, at $q=0.542\,k_F$. There $\Gamma$ diverges. At smaller $q$ the static $W$ is negative: two like test charges attract at these wavevectors.

The integrals remain well defined. With the vertex in both places the integrand contains $W\Gamma=v/(1+ga)$. The zero of $W$ cancels the pole of $\Gamma$, and at that point $W\Gamma/v=0.114$. With the vertex in $W$ only, $\Gamma$ does not appear separately, and $W$ is finite because $1+ga>1$. The same denominator, an RPA one with the repulsion reduced to $gv$, governs both cases, so the pole of $\Gamma$ does not obstruct the turning of the contour either. A calculation that tabulated $W$ and $\Gamma$ separately and then multiplied them would, however, meet the pole, and not at one point only: for $q<0.542\,k_F$ it moves to finite imaginary frequency ($u\approx0.17$ at $q=0.1\,k_F$), so it traces a line in the $(z,u)$ plane.

The sign of $1/\Gamma$ has a physical meaning. A slow, uniform change of density requires $f(0)=d\mu_{xc}/dn$, and $\chi_0(0)=-dn/d\varepsilon_F$, where $\varepsilon_F=k_F^2/2$. Hence

$$\frac{1}{\Gamma(0)}=1+\frac{d\mu_{xc}}{dn}\frac{dn}{d\varepsilon_F}=\frac{d\mu/dn}{d\varepsilon_F/dn}.$$

Read through this relation, the long-wavelength response with Hubbard's factor corresponds to a negative compressibility at $r_s=4$. The QMC energies give a positive one, as the first variation shows. So does the energy built from Hubbard's own factor in the second variation: with $G$ following the density, it gives $(d\mu/dn)/(d\varepsilon_F/dn)\approx0.26$. The negative sign therefore shows that Hubbard's $f(0)$ violates the condition $f(0)=d\mu_{xc}/dn$; it is not a property of the gas.

## Variation 1: a local field with the QMC compressibility

*Replace $k_F^2$ in the denominator of $G$ by $bk_F^2$ and choose $b$ to reproduce the QMC compressibility. Do the conclusions survive?*

Write $G\to\gamma q^2/k_F^2$ at small $q$. Then $f(0)=-4\pi\gamma/k_F^2$, and the condition $f(0)=d\mu_{xc}/dn$ becomes

$$\gamma=-\frac{k_F^2}{4\pi}\frac{d\mu_{xc}}{dn}.$$

For exchange, $\mu_x=-k_F/\pi$ and $dn=k_F^2\,dk_F/\pi^2$, so $d\mu_x/dn=-\pi/k_F^2$ and $\gamma_x=\frac14$. The QMC fit, with correlation included, gives $\gamma=0.280$, while Hubbard's factor has $\gamma=\frac12$. From $\gamma=1/2b$ we get $b=1.78$. Now $1/\Gamma\to0.256$, which is positive. (The other two fits lower this by up to $0.002$ and change the self-energies below by less than $0.001$ eV.)

A larger $b$ lowers $G$ and raises $g$ at every $q>0$. Then $a/(1+ga)$ falls and $ga/(1+ga)$ grows, so both results must move toward the RPA:

- Vertex in $W$ only: $\Sigma_c=-1.553$ eV and $\mu=-2.577$ eV, which is $0.532$ eV below QMC.
- Vertex in both: $\Sigma_c=-1.194$ eV and $\mu=-2.218$ eV, which is $0.173$ eV below QMC.

At $r_s=4$ and within this family, where $G<\frac12$, two vertices still come closest to QMC. The deviation with two vertices grows from $0.119$ to $0.173$ eV, so the closeness found with Hubbard's factor is sensitive to the size of $G$. Since $b$ changes $G$ at every $q$, this comparison does not show which wavevectors cause the shift. The correction fixes one limit of $G$; it does not make $G$ right at all $q$, nor does it supply a frequency dependence. The advantage of two vertices is not general either. The local kernel $G=\gamma q^2/k_F^2$ has the same compressibility but passes 1 at $q\approx1.9\,k_F$; used in both places it puts $\mu$ about $1.0$ eV above QMC, farther off than the RPA or the vertex in $W$ only (about $0.67$ eV below). Static local fields fitted to QMC response data also exceed 1 near $2k_F$, outside the range assumed in part 3, and with both vertices they overshoot QMC by about $0.4$ eV, comparable to the RPA error with the opposite sign.

## Variation 2: is this $\mu$ the derivative of an energy?

*Find a correlation energy whose density derivative is $\Sigma_c$ with both vertices, and identify what is left out.*

Scale the repulsion by $\lambda$ and keep $G$ independent of $\lambda$. Then $-v\chi_\lambda=a/(1+\lambda ga)$. The fluctuation–dissipation theorem gives the interaction energy from $\chi_\lambda$, and its integral over $\lambda$ gives the correlation energy per volume:

$$e_c=-\frac12\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\int_0^1\!d\lambda\,v(\chi_\lambda-\chi_0)
=\frac12\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\left[\frac{\ln(1+ga)}{g}-a\right].$$

At fixed $G(q)$ the bracket changes by $\left[\frac1{1+ga}-1\right]\delta a=w_{W\Sigma}\,\delta a$. One electron added at $k_F$ in a volume $\Omega$ changes $\chi_0$ by $-\frac1\Omega\frac{2\xi}{\omega^2+\xi^2}$, because the second form of $\chi_0$ above is linear in the occupations. Hence $\delta a=\frac{v}{\Omega}\frac{2\xi}{\omega^2+\xi^2}$, and

$$\Omega\,\delta e_c=\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\,v\,w_{W\Sigma}\,\frac{\xi}{\omega^2+\xi^2}=\Sigma_c .$$

A finite-difference derivative of $e_c$ at fixed $G$ gives $-1.139$ eV, in agreement with the direct integral. For $G=0$ the same statement holds for the RPA, and both routes give $-1.455$ eV.

Hubbard's $G$ contains $k_F$, however, and so changes with density. The full derivative is $-1.193$ eV. The difference, $-0.054$ eV, is a rearrangement term that a self-energy with a frozen local field omits. The full derivative lies $0.172$ eV below the QMC value of $\mu_c$. In this model, consistency between energy and chemical potential therefore does not bring $\mu$ closer to QMC. It shows instead that $0.05$ eV of the result depends on whether $\mu$ is taken from the self-energy or from the energy.

The main values are in the numerical output below.

## Computed values

```
rs = 4.0 bohr
kF = 0.47979 1/bohr
density = 0.003730 1/bohr^3
Hartree energy = 27.21139 eV
Fermi energy kF^2/2 = 3.132 eV
exchange Sigma_x(kF) = -4.156 eV
Sigma_c, RPA = -1.455 eV
energy derivative at fixed G, RPA = -1.455 eV
Sigma_c, W only = -1.590 eV
energy derivative at fixed G, W only = -1.590 eV
Sigma_c, both = -1.139 eV
energy derivative at fixed G, both = -1.139 eV
QMC mu_c, Perdew-Wang fit = -1.021 eV
QMC mu_c, Perdew-Zunger fit = -1.029 eV
QMC mu_c, Vosko-Wilk-Nusair fit = -1.019 eV
mu, RPA = -2.479 eV = -0.09109 hartree
mu, W only = -2.614 eV = -0.09605 hartree
mu, both = -2.163 eV = -0.07950 hartree
mu, QMC (Perdew-Wang) = -2.044 eV = -0.07513 hartree
mu minus QMC, RPA = -0.434 eV
mu minus QMC, W only = -0.569 eV
mu minus QMC, both = -0.119 eV
RPA correlation energy per electron = -1.274 eV
same, published RPA fit = -1.274 eV
Hubbard mu_c, G following density = -1.193 eV
rearrangement term = -0.054 eV
small-q coefficient, Hubbard = 0.5000 (no unit)
small-q coefficient, QMC = 0.2805 (no unit)
static 1/Gamma at q->0, Hubbard = -0.3269 (no unit)
static 1/Gamma at q->0, corrected = 0.2557 (no unit)
rs above which Gamma has a static pole = 3.015 bohr
pole position q/kF at rs = 4: 0.5421 (no unit)
W Gamma / v at the pole = 0.1136 (no unit)
corrected denominator parameter b = 1.7828 (no unit)
corrected G: Sigma_c, W only = -1.553 eV
corrected G: mu, W only = -2.577 eV
corrected G: minus QMC, W only = -0.532 eV
corrected G: Sigma_c, both = -1.194 eV
corrected G: mu, both = -2.218 eV
corrected G: minus QMC, both = -0.173 eV
```
